# Density-Weighted Schwarz Screening and the Accuracy of Two-Electron Gradients: verification in Python

```python
"""Density-weighted Schwarz screening of two-electron gradient terms.

Result under test: with Gamma = D D - exchange/4 (both exchange pairings),
the gradient lost by dropping quartets obeys
    |dg_A| <= 2 * sum_dropped W * P_bra * Q_ket,
where Q^2=(mn|mn), P^2 is the larger self-repulsion of a pair with one
function differentiated along z, and W bounds |Gamma| over shell blocks.
For s Gaussians (exponents a,b, distance R, p=a+b, m=a*b/p), the ratio of
derivative to ordinary Schwarz factors is sqrt((2*m*R)^2 + a^2/(3*p)).
D is the closed-shell density matrix; all lost terms are taken at fixed D.
Lengths are in bohr, energies in hartree, gradients in hartree/bohr.
"""
import numpy as np
from pyscf import gto, scf
from scipy.constants import physical_constants

BASIS = "def2-TZVP"


def make_li2(z_first, z_second):
    return gto.M(atom=[["Li", (0, 0, z_first)], ["Li", (0, 0, z_second)]],
                 basis=BASIS, unit="Bohr", verbose=0)


def run_scf(mol, guess=None):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def shell_max(matrix, offsets):
    """Replace each shell block by its largest absolute element."""
    result = np.empty_like(matrix)
    for a, b in zip(offsets[:-1], offsets[1:]):
        for c, d in zip(offsets[:-1], offsets[1:]):
            result[a:b, c:d] = np.abs(matrix[a:b, c:d]).max()
    return result


def outer4(x, y):
    return x[:, :, None, None] * y[None, None, :, :]


def exchange_pairs(x):
    return (np.einsum("ik,jl->ijkl", x, x)
            + np.einsum("il,jk->ijkl", x, x))


def analyse(distance):
    mol = make_li2(0.0, distance)
    mf = run_scf(mol)
    density = np.array(mf.make_rdm1())
    density = 0.5 * (density + density.T)
    eri = mol.intor("int2e", aosym="s1")
    deriv = mol.intor("int2e_ip1", comp=3, aosym="s1")[2]
    double = mol.intor("int2e_ip1ip2", comp=9, aosym="s1")[8]
    q_raw = np.sqrt(np.abs(np.einsum("ijij->ij", eri)))
    p_raw = np.sqrt(np.abs(np.einsum("ijij->ij", double)))
    offsets = mol.ao_loc_nr()
    q = shell_max(np.maximum(q_raw, q_raw.T), offsets)
    p = shell_max(np.maximum(p_raw, p_raw.T), offsets)
    dmax = shell_max(density, offsets)
    gamma = outer4(density, density) - 0.25 * exchange_pairs(density)
    weight = outer4(dmax, dmax) + 0.25 * exchange_pairs(dmax)
    n_first = mol.aoslice_by_atom()[0, 3]
    return dict(
        mol=mol, mf=mf, density=density, eri=eri, deriv=deriv,
        q_raw=q_raw, p_raw=p_raw, q=q, p=p, gamma=gamma, n=n_first,
        energy_terms=0.5 * gamma * eri,
        grad_terms=-2.0 * (gamma * deriv)[:n_first],
        energy_est=weight * outer4(q, q),
        bra_est=weight * outer4(p, q),
        grad_est=weight * np.maximum(outer4(p, q), outer4(q, p)),
        energy=mf.e_tot,
        gradient=mf.nuc_grad_method().kernel()[0, 2])


def losses(data, dropped):
    """Signed lost energy and gradient, gradient bound, dropped count."""
    on_first = dropped[:data["n"]]
    lost_energy = data["energy_terms"][dropped].sum()
    lost_grad = data["grad_terms"][on_first].sum()
    bound = 2.0 * data["bra_est"][:data["n"]][on_first].sum()
    return lost_energy, lost_grad, bound, int(on_first.sum())


R_STRETCHED, R_NEAR = 6.0, 5.3
far = analyse(R_STRETCHED)
near = analyse(R_NEAR)
e2 = far["energy_terms"].sum()
g2 = far["grad_terms"].sum()
print(f"Li2, RHF/{BASIS}; basis functions: {far['mol'].nao_nr()}")
print(f"Stretched distance: {R_STRETCHED:.1f} bohr")
print(f"Total energy: {far['energy']:.8f} hartree")
print(f"Total gradient, first atom: {far['gradient']:.8f} hartree/bohr")
print(f"Two-electron energy: {e2:.6f} hartree")
print(f"Two-electron gradient part: {g2:.6f} hartree/bohr")

# Total gradient against differences of independently converged energies.
step = 0.01
e_plus = run_scf(make_li2(step, R_STRETCHED), far["density"]).e_tot
e_minus = run_scf(make_li2(-step, R_STRETCHED), far["density"]).e_tot
total_fd = (e_plus - e_minus) / (2 * step)
assert abs(total_fd - far["gradient"]) < 1e-5
print(f"Total gradient by differences: {total_fd:.8f} hartree/bohr")

# Two-electron part and a frozen dropped list, at fixed density.
h = 1e-3
eri_plus = make_li2(h, R_STRETCHED).intor("int2e", aosym="s1")
eri_minus = make_li2(-h, R_STRETCHED).intor("int2e", aosym="s1")
slope_terms = 0.5 * far["gamma"] * (eri_plus - eri_minus) / (2 * h)
assert abs(slope_terms.sum() - g2) < 1e-5
frozen = far["energy_est"] < 1e-4
frozen_grad = losses(far, frozen)[1]
frozen_fd = slope_terms[frozen].sum()
assert abs(frozen_fd - frozen_grad) < 1e-8 + 1e-3 * abs(frozen_grad)
print(f"Two-electron part by differences: {slope_terms.sum():.6f} "
      "hartree/bohr")
print(f"Frozen list (1e-4), lost gradient: {frozen_grad:.6e} hartree/bohr")
print(f"Same, by energy differences: {frozen_fd:.6e} hartree/bohr")

# Schwarz inequality for every derivative integral.
limit = outer4(far["p_raw"], far["q_raw"])
assert np.all(np.abs(far["deriv"]) <= limit * (1 + 1e-8) + 1e-10)
usable = limit > 1e-6
saturation = (np.abs(far["deriv"][usable]) / limit[usable]).max()
print(f"Largest derivative integral / Schwarz bound: {saturation:.4f}")

# Moving all four functions together cannot change an integral.
d = far["deriv"]
rigid = (d + d.transpose(1, 0, 2, 3) + d.transpose(2, 3, 0, 1)
         + d.transpose(2, 3, 1, 0))
assert np.abs(rigid).max() < 1e-8

# Analytic slope ratio for s Gaussians against Coulomb integrals.
a, b = 1.0, 0.5
p_sum = a + b
m = a * b / p_sum
print(f"s Gaussians: a={a:.1f}, b={b:.1f} bohr^-2")
print("R/bohr | K | kappa formula | kappa integrals (bohr^-1)")
for distance in (2.0, 4.0, 6.0):
    pair = gto.M(atom=[["H1", (0, 0, 0)], ["H2", (0, 0, distance)]],
                 basis={"H1": [[0, [a, 1.0]]], "H2": [[0, [b, 1.0]]]},
                 unit="Bohr", verbose=0)
    plain = pair.intor("int2e", aosym="s1")[0, 1, 0, 1]
    moved = pair.intor("int2e_ip1ip2", comp=9, aosym="s1")[8, 0, 1, 0, 1]
    measured = np.sqrt(moved / plain)
    formula = np.sqrt((2 * m * distance)**2 + a**2 / (3 * p_sum))
    assert abs(measured / formula - 1) < 1e-7
    print(f"{distance:.1f} | {np.exp(-m * distance**2):.3e} | "
          f"{formula:.6f} | {measured:.6f}")

significant = far["q"] > 1e-6
kappa = far["p"][significant] / far["q"][significant]
assert kappa.min() < 1 < kappa.max()
print(f"Li2 shell-pair kappa range (Q>1e-6): {kappa.min():.3f} to "
      f"{kappa.max():.3f} bohr^-1")

# Energy-estimate and gradient-estimate lists at equal numerical threshold.
thresholds = (1e-4, 1e-5, 1e-6, 1e-7, 1e-8)
amplifications = []
relative_rows = []
print("Energy-estimate list: lost E in hartree; gradients in hartree/bohr")
print("tau | dropped % | |lost E| | |lost g| | g bound | max est/tau")
for tau in thresholds:
    dropped = far["energy_est"] < tau
    de, dg, bound, count = losses(far, dropped)
    energy_bound = 0.5 * far["energy_est"][dropped].sum()
    assert abs(de) <= energy_bound + 1e-11
    assert abs(dg) <= bound + 1e-11
    excess = far["grad_est"][dropped].max() / tau
    assert excess > 1
    rel_e = abs(de / far["energy"])
    rel_g = abs(dg / far["gradient"])
    amplifications.append(rel_g / rel_e)
    relative_rows.append((tau, rel_e, rel_g, rel_g / rel_e,
                          abs(dg / g2) / abs(de / e2)))
    print(f"{tau:.0e} | {100 * dropped.mean():.2f} | {abs(de):.3e} | "
          f"{abs(dg):.3e} | {bound:.3e} | {excess:.2f}")
assert np.median(amplifications) > 1

print("Relative errors, same lists; last column uses two-electron parts")
print("tau | rel E | rel g | ratio, totals | ratio, two-electron")
for tau, rel_e, rel_g, ratio, ratio2 in relative_rows:
    print(f"{tau:.0e} | {rel_e:.3e} | {rel_g:.3e} | {ratio:.3e} | "
          f"{ratio2:.3e}")
print(f"|total E / total g|: {abs(far['energy'] / far['gradient']):.1f} bohr")

print("Gradient-estimate list; gradients in hartree/bohr")
print("tau | dropped % | N_A | |lost g| | summed bound | 2 N_A tau")
for tau in thresholds:
    dropped = far["grad_est"] < tau
    _, dg, bound, count = losses(far, dropped)
    assert abs(dg) <= bound + 1e-11
    assert bound <= 2 * count * tau * (1 + 1e-10)
    print(f"{tau:.0e} | {100 * dropped.mean():.2f} | {count} | "
          f"{abs(dg):.3e} | {bound:.3e} | {2 * count * tau:.3e}")

# The relative guarantee deteriorates as the total gradient becomes small.
tau_compare = 1e-6
far_loss = losses(far, far["energy_est"] < tau_compare)
near_loss = losses(near, near["energy_est"] < tau_compare)
far_relative = far_loss[2] / abs(far["gradient"])
near_relative = near_loss[2] / abs(near["gradient"])
assert near_relative > far_relative
print(f"At {R_NEAR:.1f} bohr, total gradient: {near['gradient']:.8f} "
      "hartree/bohr")
print(f"At {R_NEAR:.1f} bohr, tau=1e-6: |lost g|={abs(near_loss[1]):.3e}, "
      f"bound={near_loss[2]:.3e} hartree/bohr")
print(f"Bound/|total g|: {far_relative:.3e} at {R_STRETCHED:.1f} bohr; "
      f"{near_relative:.3e} at {R_NEAR:.1f} bohr")

# Largest cut whose accumulated estimate guarantees the requested tolerance.
tolerance = 1e-5
ordered = np.sort(far["grad_est"][:far["n"]].ravel())
cumulative = 2 * np.cumsum(ordered)
cut_index = np.searchsorted(cumulative, tolerance, side="right")
assert cut_index < len(ordered)
safe_tau = ordered[cut_index]
safe_list = far["grad_est"] < safe_tau
_, safe_grad, safe_bound, safe_count = losses(far, safe_list)
assert abs(safe_grad) <= tolerance
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
force_unit = hartree_ev / bohr_angstrom
print(f"Requested gradient tolerance: {tolerance:.1e} hartree/bohr = "
      f"{tolerance * force_unit:.3e} eV/angstrom")
print(f"Guaranteed cut: {safe_tau:.3e} hartree/bohr; "
      f"dropped {100 * safe_list.mean():.2f} %, N_A={safe_count}")
print(f"Guaranteed list: |lost g|={abs(safe_grad):.3e}, "
      f"bound={safe_bound:.3e} hartree/bohr")
print("verified")
```

Printed output:

```
Li2, RHF/def2-TZVP; basis functions: 28
Stretched distance: 6.0 bohr
Total energy: -14.86800325 hartree
Total gradient, first atom: -0.00740351 hartree/bohr
Two-electron energy: 6.162657 hartree
Two-electron gradient part: 0.412504 hartree/bohr
Total gradient by differences: -0.00740338 hartree/bohr
Two-electron part by differences: 0.412504 hartree/bohr
Frozen list (1e-4), lost gradient: -8.300459e-03 hartree/bohr
Same, by energy differences: -8.300460e-03 hartree/bohr
Largest derivative integral / Schwarz bound: 1.0000
s Gaussians: a=1.0, b=0.5 bohr^-2
R/bohr | K | kappa formula | kappa integrals (bohr^-1)
2.0 | 2.636e-01 | 1.414214 | 1.414214
4.0 | 4.828e-03 | 2.708013 | 2.708013
6.0 | 6.144e-06 | 4.027682 | 4.027682
Li2 shell-pair kappa range (Q>1e-6): 0.069 to 10.491 bohr^-1
Energy-estimate list: lost E in hartree; gradients in hartree/bohr
tau | dropped % | |lost E| | |lost g| | g bound | max est/tau
1e-04 | 95.63 | 9.747e-03 | 8.300e-03 | 2.254e+00 | 8.92
1e-05 | 86.62 | 8.208e-04 | 7.775e-04 | 5.475e-01 | 9.95
1e-06 | 71.91 | 3.932e-06 | 2.733e-05 | 7.831e-02 | 10.20
1e-07 | 57.73 | 8.942e-07 | 5.891e-06 | 8.211e-03 | 10.32
1e-08 | 41.56 | 9.744e-08 | 4.599e-07 | 5.619e-04 | 8.69
Relative errors, same lists; last column uses two-electron parts
tau | rel E | rel g | ratio, totals | ratio, two-electron
1e-04 | 6.555e-04 | 1.121e+00 | 1.710e+03 | 1.272e+01
1e-05 | 5.521e-05 | 1.050e-01 | 1.902e+03 | 1.415e+01
1e-06 | 2.645e-07 | 3.692e-03 | 1.396e+04 | 1.038e+02
1e-07 | 6.014e-08 | 7.957e-04 | 1.323e+04 | 9.842e+01
1e-08 | 6.554e-09 | 6.212e-05 | 9.479e+03 | 7.052e+01
|total E / total g|: 2008.2 bohr
Gradient-estimate list; gradients in hartree/bohr
tau | dropped % | N_A | |lost g| | summed bound | 2 N_A tau
1e-04 | 95.47 | 293414 | 7.330e-03 | 1.797e+00 | 5.868e+01
1e-05 | 84.23 | 258872 | 2.639e-04 | 3.205e-01 | 5.177e+00
1e-06 | 67.34 | 206966 | 5.807e-06 | 3.064e-02 | 4.139e-01
1e-07 | 51.52 | 158336 | 1.556e-06 | 2.986e-03 | 3.167e-02
1e-08 | 37.46 | 115128 | 8.572e-08 | 1.219e-04 | 2.303e-03
At 5.3 bohr, total gradient: -0.00018278 hartree/bohr
At 5.3 bohr, tau=1e-6: |lost g|=7.161e-05, bound=9.504e-02 hartree/bohr
Bound/|total g|: 1.058e+01 at 6.0 bohr; 5.200e+02 at 5.3 bohr
Requested gradient tolerance: 1.0e-05 hartree/bohr = 5.142e-04 eV/angstrom
Guaranteed cut: 5.956e-10 hartree/bohr; dropped 30.03 %, N_A=92276
Guaranteed list: |lost g|=1.082e-09, bound=7.762e-06 hartree/bohr
verified
```
